Electronic Gelfand-Tsetlin patterns and the four steps of Paldus tableaux

Four electrons in four orbitals form 36 determinants with spin projection M = 0, but these contain 20 independent singlets. A basis for them can be chosen in which each basis singlet is named by four digits from 0 to 3, one digit per orbital; a general singlet is a combination of these. The singlet named 1302, for instance, has 1, 3, 3 and 4 electrons in its first one, two, three and four orbitals, and the total spins of these groups are 1/2, 1/2, 1/2 and 0. Why does one four-valued digit per orbital suffice, and why does it carry both electron number and spin?

**Setting**

Let n orthonormal orbitals be given in a fixed order. The operator a†_iσ creates an electron in orbital i with spin component σ = α or β. Spins are in units of ħ, which is 1 in atomic units. The spin-free generators are

E_ij = Σ_σ a†_iσ a_jσ.

The anticommutation rules give [E_ij, a†_kσ] = δ_jk a†_iσ and [E_ij, a_lσ] = −δ_il a_jσ. Hence

[E_ij, E_kl] = δ_jk E_il − δ_il E_kj.

These are the commutators of the unitary group U(n). The generators with i, j ≤ k form the subgroup U(k), which mixes the first k orbitals.

An irreducible representation (irrep) of U(k) contains a highest-weight vector v, unique up to a factor, with

E_ij v = 0 for i < j ≤ k,  E_ii v = m_i v.

The row (m_1, …, m_k) names the irrep. A Gelfand-Tsetlin pattern lists the rows for k = n, n−1, …, 1, and so says to which irrep of each subgroup a state belongs.

**First derivation: from the betweenness conditions**

This derivation takes one theorem as given, the branching rule. When an irrep of U(k) with row x is restricted to U(k−1), it contains once each irrep whose integer row y satisfies

x_i ≥ y_i ≥ x_(i+1),  i = 1, …, k−1,

and no others. These inequalities are the betweenness conditions.

*Electronic rows.* The operator E_ii counts the electrons in orbital i, so by the Pauli principle each m_i is 0, 1 or 2. The row does not increase from left to right. For i < j, using E_ji† = E_ij and E_ij v = 0 with v normalized,

0 ≤ ‖E_ji v‖² = ⟨v|E_ij E_ji|v⟩ = ⟨v|[E_ij, E_ji]|v⟩ = m_i − m_j.

A row therefore consists of a twos, then b ones, then c zeros:

row k = 2…2 1…1 0…0,  a + b + c = k.

Listing (a_k, b_k, c_k) for every k gives the Paldus abc tableau. Nothing is lost, since these counts rebuild the row. Every such row occurs: fill the first a orbitals doubly and put one α electron in each of the next b. A raising generator E_ij then tries to move an electron into a full orbital, or an α electron onto another α electron, or finds no electron to move. The result is zero each time.

*Betweenness as a counting rule.* Let p_t be the number of entries of x that are at least t, and q_t the same number for y. For non-increasing rows x and y of non-negative integers, betweenness is equivalent to

p_t − q_t = 0 or 1 for every t ≥ 1.

Suppose first that betweenness holds. If y_i ≥ t, then x_i ≥ t, so q_t ≤ p_t. If x_(i+1) ≥ t, then y_i ≥ t, so q_t ≥ p_t − 1.

Now suppose that the counting rule holds.

- To show x_i ≥ y_i, set t = y_i. If t = 0 there is nothing to show. Otherwise q_t ≥ i, hence p_t ≥ i, hence x_i ≥ t.
- To show y_i ≥ x_(i+1), set t = x_(i+1). Again t = 0 is trivial. Otherwise p_t ≥ i+1, hence q_t ≥ i, hence y_i ≥ t.

*The four steps.* Electronic rows have two thresholds, with p_2 = a and p_1 = a + b. Let Δ denote the value in row k minus the value in row k−1. Then

u = Δa = 0 or 1,  w = Δ(a + b) = 0 or 1.

It follows that Δb = w − u. Since a + b + c grows by one, Δc = 1 − w. With the step digit d = 2u + w, the possibilities are

d = 0: (Δa, Δb, Δc) = (0, 0, 1)
d = 1: (Δa, Δb, Δc) = (0, 1, 0)
d = 2: (Δa, Δb, Δc) = (1, −1, 1)
d = 3: (Δa, Δb, Δc) = (1, 0, 0).

There are no others, and all four occur below the row 210, where a = b = c = 1: the lower rows are 21, 20, 11 and 10 in the order of d.

"Four steps" refers to types of step, since the lower row must also have non-negative counts. Going down from (a, b, c), step 0 needs c ≥ 1, step 1 needs b ≥ 1, step 2 needs a ≥ 1 and c ≥ 1, and step 3 needs a ≥ 1. Below 2200, where b = 0, steps 0, 2 and 3 are open and step 1 is blocked.

The number four comes from the largest entry being 2. With largest entry p there are p binary choices, hence at most 2^p steps. The row (p, p−1, …, 0) allows them all: if δ_t = p_t − q_t, the lower row has 1 − δ_p entries equal to p, 1 − δ_v + δ_(v+1) entries equal to each v from 1 to p−1, and δ_1 zeros. None of these is negative. Enumerating the inequalities for rows of up to six entries gives 2, 4 and 8 step types for p = 1, 2 and 3.

*Electron number.* The operator N_k = Σ_(i≤k) E_ii commutes with all generators of U(k), so it has one value throughout an irrep. On v this value is the row sum:

N_k = 2a_k + b_k.

*Spin.* Let S_k be the total spin operator of the first k orbitals. It also commutes with the generators of U(k), because these move electrons among those orbitals without touching their spins. To find S_k², consider

C_k = Σ_(i,j≤k) E_ij E_ji = Σ_ij Σ_στ a†_iσ a_jσ a†_jτ a_iτ.

Replace a_jσ a†_jτ by δ_στ − a†_jτ a_jσ. The first part sums to k N_k, so

C_k = k N_k − Σ_ij Σ_στ a†_iσ a†_jτ a_jσ a_iτ.

To bring in the spin operators, reorder a different product:

a†_iσ a_iτ a†_jτ a_jσ = δ_ij a†_iσ a_jσ − a†_iσ a†_jτ a_iτ a_jσ
= δ_ij a†_iσ a_jσ + a†_iσ a†_jτ a_jσ a_iτ.

With F_στ = Σ_(i≤k) a†_iσ a_iτ, summing this identity gives

Σ_ij Σ_στ a†_iσ a†_jτ a_jσ a_iτ = Σ_στ F_στ F_τσ − 2N_k,

where the 2 comes from the free sum over τ. The diagonal F's are the numbers of α and β electrons, and the others are S₊ and S₋. Therefore

Σ_στ F_στ F_τσ = N_α² + N_β² + S₊S₋ + S₋S₊
= N_k²/2 + 2S_z² + S₊S₋ + S₋S₊
= N_k²/2 + 2S_k²,

and

C_k = (k + 2)N_k − N_k²/2 − 2S_k².

Now evaluate C_k on v. Terms with i = j give m_i². For i < j, E_ij E_ji v = [E_ij, E_ji]v = (m_i − m_j)v. For i > j, E_ji raises and gives zero. Counting pairs of unequal entries,

C_k = 4a + b + ab + 2ac + bc.

Substitute c = k − a − b:

C_k = k(2a + b) + 4a + b − 2a² − 2ab − b².

The operator formula with N_k = 2a + b reads

C_k = k(2a + b) + 4a + 2b − 2a² − 2ab − b²/2 − 2S_k².

Equating the two leaves 2S_k² = b + b²/2, or

S_k² = (b/2)(b/2 + 1).

The spin quantum number of the first k orbitals is thus b_k/2. The number a_k is not itself an electron number; it is

a_k = N_k/2 − (spin quantum number).

Nor does it count doubly occupied orbitals. The singlet 1212 ends with a = 2, although all four of its orbitals are singly occupied.

**Second derivation: adding one orbital at a time**

This derivation uses the addition of angular momenta and does not presuppose the branching rule. From here on S_k denotes the spin quantum number.

One orbital has four states. The empty and the full orbital have spin 0, and the two singly occupied states form a doublet. The spin operator of orbital k contains pairs of fermion operators and commutes with the spin operators of the other orbitals, so ordinary spin addition applies. A multiplet of the first k−1 orbitals with number N and spin S produces

empty orbital: (N, S)
one electron, spin raised: (N + 1, S + 1/2)
one electron, spin lowered: (N + 1, S − 1/2), if S ≥ 1/2
two electrons: (N + 2, S),

each once. Define

a = N/2 − S,  b = 2S,  c = k − N/2 − S.

When k grows by one, the four cases change these numbers as follows:

empty: (0, 0, 1)
spin raised: (1/2 − 1/2, 1, 1 − 1/2 − 1/2) = (0, 1, 0)
spin lowered: (1/2 + 1/2, −1, 1 − 1/2 + 1/2) = (1, −1, 1)
full: (1, 0, 1 − 1) = (1, 0, 0).

These are steps 0, 1, 2 and 3. Starting from (0, 0, 0), a and c never decrease, and b stays non-negative because S does. The digit now has a direct meaning: 0 is an empty orbital, 1 and 2 are a single electron coupled so as to raise or lower the spin, and 3 is a pair.

*Connection with U(k).* It remains to show that these a, b and c label the irreps of U(k). Take any highest-weight vector with a twos, b ones and c zeros. Its a full orbitals have no spin. Let i < j be two of its singly occupied orbitals. Acting on a triplet pair, E_ij would put two electrons with a symmetric spin state into orbital i, which gives zero. Acting on the singlet pair, it gives

E_ij (a†_iα a†_jβ − a†_iβ a†_jα)/√2 |vac⟩ = √2 a†_iα a†_iβ |vac⟩,

which is not zero. The condition E_ij v = 0 therefore removes every singlet component of the pair, so the spin state is unchanged when the two spins are exchanged. This holds for all pairs, and a spin state symmetric in all b spins has total spin b/2. Thus N = 2a + b and S = b/2, without use of C_k.

The pair (N, S) determines (a, b) and vice versa. For given M there is one symmetric state of b spins, hence one highest-weight vector. The states of the first k orbitals with fixed N, S and M therefore form one irrep of U(k). Coupling a multiplet of the first k−1 orbitals to orbital k gives each allowed (N, S) once, so each allowed lower row appears once. By the counting rule of the first derivation, the four steps are equivalent to betweenness. The branching rule has thus been derived for electronic rows.

*Counting.* Each multiplet with spin at least S contributes one state at M = S, and each with spin at least S + 1 contributes one at M = S + 1. Subtracting the numbers of determinants leaves the multiplets of spin S. For four electrons in four orbitals, M = 0 means two α and two β electrons, and M = 1 means three α and one β:

6 × 6 − 4 × 4 = 36 − 16 = 20 singlets.

For ten electrons in ten orbitals the same subtraction is

252² − 210² = 63504 − 44100 = 19404.

**The state 1302**

Reading the digits from orbital 1 upward, the tableau grows as

k = 1, d = 1: (0, 1, 0), row 1
k = 2, d = 3: (1, 1, 0), row 21
k = 3, d = 0: (1, 1, 1), row 210
k = 4, d = 2: (2, 0, 2), row 2200.

The numbers 2a + b are 1, 3, 3 and 4, and b/2 is 1/2, 1/2, 1/2 and 0. The same values result from numerically diagonalizing the matrices of N_k, S_k² and S_z in the 256-dimensional Fock space of four orbitals. The M = 0 vector with these labels has two determinants of weight 0.5 each: orbital 2 is full, orbital 3 is empty, and the electrons in orbitals 1 and 4 form a singlet.

**What the cumulative spin does not say**

The label S_k concerns the first k orbitals in the chosen order. Other groups need not have a sharp spin. In 1212, orbitals 1 and 2 form a singlet, and so do 3 and 4. The spin vectors s₂ and s₃ belong to separate singlets, so ⟨s₂·s₃⟩ = 0. For orbitals 2 and 3 together,

⟨S²⟩ = 3/4 + 3/4 + 2⟨s₂·s₃⟩ = 1.5.

In 1122 each of these pairs is a triplet, and the two triplets are coupled to zero. Hence

⟨(s₁ + s₂)·(s₃ + s₄)⟩ = (0 − 2 − 2)/2 = −2.

Exchange symmetry within each triplet divides this equally among four products, so ⟨s₂·s₃⟩ = −1/2 and ⟨S²⟩ = 0.5. Two spins 1/2 can have only S² = 0 or 2, so neither state has a sharp spin for orbitals 2 and 3. The standard deviation of S² is 0.866 in both. An order that puts orbitals 2 and 3 first therefore replaces these two basis states by combinations of them. The other 18 singlets have at most two singly occupied orbitals and are fixed by their occupations, so a reordering changes only their names and signs.

The labels also need not be conserved. A spin-free Hamiltonian that conserves electron number commutes with the total number and spin, but a term E_ij with i ≤ k < j moves an electron into the first k orbitals and changes N_k. Its eigenstates are then in general combinations of several paths.

**What each derivation assumes**

Both derivations, as written, use orthonormal orbitals, a fixed order and the Pauli principle. Neither needs a Hamiltonian or a mean-field approximation.

The first assumes the branching rule for unitary groups. In return, its counting argument holds for any largest entry p. Fermions with 2s + 1 spin components can put up to 2s + 1 particles in one orbital, so their rows have p = 2s + 1 and 2^(2s+1) step types. The identification of b with spin does not carry over. The formula for C_k used two spin components, and with more components the row no longer fixes the spin: for s = 3/2 in two orbitals, the row 11 occurs with total spin 1 and 3, and the row 20 with total spin 0 and 2.

The second assumes the addition of angular momenta and the two spin components of the electron from the start. It yields the meaning of the steps at once and proves the branching rule in the electronic case. The link between them is the one-to-one relation N = 2a + b, S = b/2: betweenness restricts two column lengths, a + b and a, and spin addition restricts their sum and difference.
